# Dipole correction for a neutral rigid charge density in a cubic cell: test program

```python
"""
Result under test: a rigid neutral charge density with dipole p in a cubic cell
of side L, with the G=0 term dropped, has the energy per cell
    E_per = E_iso - 2 pi p^2 / (3 L^3) + O(L^-5)      (Hartree atomic units).
Test density: Gaussians +q and -q, separation vector d, standard deviations
s_plus and s_minus.  E_iso is the energy of the same density in free space.
S4 is the l=4 sum over the unit simple cubic lattice, which sets the L^-5 term.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
DEBYE = 1e-21 / const.c  # in coulomb metre


def reciprocal_grid(cell, gmax):
    """G^2 and the three components of G for an orthogonal cell, G=0 flagged."""
    axes = []
    for length in cell:
        n = int(np.ceil(gmax * length / (2 * np.pi)))
        axes.append(2 * np.pi / length * np.arange(-n, n + 1))
    gx, gy, gz = np.meshgrid(*axes, indexing="ij", sparse=True)
    g2 = gx**2 + gy**2 + gz**2
    center = tuple(len(a) // 2 for a in axes)
    g2[center] = np.inf  # removes the G=0 term from every sum
    return g2, gx, gy, gz


def periodic_energy(cell, d, q, s_plus, s_minus):
    g2, gx, gy, gz = reciprocal_grid(cell, 6.5 / min(s_plus, s_minus))
    phase = np.cos(gx * d[0] + gy * d[1] + gz * d[2])
    rho2 = (np.exp(-g2 * s_plus**2) + np.exp(-g2 * s_minus**2)
            - 2 * np.exp(-g2 * (s_plus**2 + s_minus**2) / 2) * phase)
    return 2 * np.pi * q**2 / np.prod(cell) * np.sum(rho2 / g2)


def isolated_energy(dist, q, s_plus, s_minus):
    self_energy = q**2 / (2 * np.sqrt(np.pi)) * (1 / s_plus + 1 / s_minus)
    width = np.sqrt(2 * (s_plus**2 + s_minus**2))
    return self_energy - q**2 * erf(dist / width) / dist


def energy_shift(cell, d, q, s_plus, s_minus):
    return (periodic_energy(cell, d, q, s_plus, s_minus)
            - isolated_energy(np.linalg.norm(d), q, s_plus, s_minus))


q, dist, s = 1.0, 2.0, 0.5
p = q * dist
along_100 = dist * np.array([1.0, 0.0, 0.0])
along_111 = dist * np.ones(3) / np.sqrt(3)
print(f"charge q = {q:.1f} e, separation d = {dist:.1f} bohr, width s = {s:.1f} bohr")
print(f"dipole p = {p:.3f} e bohr = {p * const.e * BOHR / DEBYE:.3f} debye")

# Isolated energy: closed form against quadrature over wave number
for sp, sm in ((0.5, 0.5), (0.5, 0.8)):
    def integrand(k):
        return (np.exp(-(k * sp)**2) + np.exp(-(k * sm)**2)
                - 2 * np.exp(-k**2 * (sp**2 + sm**2) / 2)
                * np.sinc(k * dist / np.pi)) / np.pi
    by_quadrature = q**2 * quad(integrand, 0, 16, epsabs=1e-12, limit=200)[0]
    assert abs(by_quadrature - isolated_energy(dist, q, sp, sm)) < 1e-9
e_iso = isolated_energy(dist, q, s, s)
print(f"isolated energy E_iso = {e_iso:.8f} hartree")

# Lattice vectors of the unit cubic lattice inside a large sphere
n_max = 40
m = np.arange(-n_max, n_max + 1)
X, Y, Z = (a.ravel() for a in np.meshgrid(m, m, m, indexing="ij"))
R2 = X**2 + Y**2 + Z**2
inside = (R2 > 0) & (R2 <= n_max**2)
lattice = np.stack([X[inside], Y[inside], Z[inside]], axis=1).astype(float)
R = np.sqrt(R2[inside])
c = lattice[:, 0] / R
S4 = np.sum((35 * c**4 - 30 * c**2 + 3) / (8 * R**5))
print(f"lattice sum S4 = {S4:.5f} (dimensionless)")

# Size dependence for the dipole along [100]
sizes = [10.0, 15.0, 20.0, 30.0, 40.0]
shift, leading = {}, {}
print("dipole along [100], energies in millihartree:")
print("L (bohr) | E_per-E_iso | -2 pi p^2/(3L^3) | error after correction")
for L in sizes:
    shift[L] = energy_shift([L] * 3, along_100, q, s, s)
    leading[L] = -2 * np.pi * p**2 / (3 * L**3)
    print(f"{L:5.0f} | {1e3 * shift[L]:.6f} | {1e3 * leading[L]:.6f}"
          f" | {1e3 * (shift[L] - leading[L]):.6f}")
print(f"at L = 10 bohr: E_per-E_iso = {shift[10.0] * HARTREE_EV:.5f} eV,"
      f" leading term = {leading[10.0] * HARTREE_EV:.5f} eV")

# Infinite-size limit of L^3 (E_per - E_iso), removing the 1/L^2 trend
a, b = 30.0, 40.0
limit = (b**5 * shift[b] - a**5 * shift[a]) / (b**2 - a**2)
target = -2 * np.pi * p**2 / 3
print(f"extrapolated L^3(E_per-E_iso) = {limit:.6f} hartree bohr^3")
print(f"predicted -2 pi p^2/3 = {target:.6f} hartree bohr^3")
assert abs(limit / target - 1) < 1e-4

# Next order: size and direction dependence
scale = 40.0**5 / (q**2 * dist**4)
rest_100 = (shift[40.0] - leading[40.0]) * scale
shift_111 = energy_shift([40.0] * 3, along_111, q, s, s)
rest_111 = (shift_111 - leading[40.0]) * scale
print(f"remainder*L^5/(q^2 d^4), L=40 bohr: [100] {rest_100:.4f}, [111] {rest_111:.4f}")
print(f"predicted: [100] {-S4:.4f}, [111] {2 * S4 / 3:.4f}")
assert abs(rest_100 / (-S4) - 1) < 0.01
assert abs(rest_111 / (2 * S4 / 3) - 1) < 0.01

# Widths, even unequal ones, must not enter the shift
shift_wide = energy_shift([10.0] * 3, along_100, q, 0.5, 0.8)
print(f"L=10 bohr, widths 0.5 and 0.8 bohr: shift = {1e3 * shift_wide:.6f} millihartree")
assert abs(shift_wide - shift[10.0]) < 1e-9

# Images summed in spheres: no L^-3 term, so the two differ by the dipole term
L = 10.0
image_distance = np.linalg.norm(L * lattice - along_100, axis=1)
sphere_sum = q**2 * np.sum(1 / (L * R) - 1 / image_distance)
print(f"L=10 bohr, sphere-ordered image energy = {1e3 * sphere_sum:.6f} millihartree")
print(f"sphere sum plus dipole term = {1e3 * (sphere_sum + leading[L]):.6f} millihartree")
assert abs(sphere_sum + leading[L] - shift[L]) < 1e-8

# Mean image field between the centres, from periodic minus isolated potential
L = 20.0
g2, gx, gy, gz = reciprocal_grid([L] * 3, 9 / s)
drop_periodic = 4 * np.pi * q / L**3 * np.sum(
    np.exp(-g2 * s**2 / 2) * 2 * (1 - np.cos(gx * dist)) / g2)
drop_isolated = 2 * q * (np.sqrt(2 / np.pi) / s - erf(dist / (np.sqrt(2) * s)) / dist)
field = -(drop_periodic - drop_isolated) / dist
field_leading = 4 * np.pi * p / (3 * L**3)
print(f"L=20 bohr, mean image field = {1e3 * field:.6f}e-3 atomic units")
print(f"4 pi p/(3L^3) = {1e3 * field_leading:.6f}e-3 atomic units")
assert abs(field / field_leading - 1) < 0.03  # the L^-5 term is about 1.5 percent
assert abs(-0.5 * p * field - shift[L]) < 1e-9

# Tetragonal cell of equal volume: the cubic factor fails, its average survives
d_small, volume, c_over_a = 1.0, 20.0**3, 1.5
side = (volume / c_over_a)**(1 / 3)
cell = [side, side, c_over_a * side]
cubic_value = -2 * np.pi * (q * d_small)**2 / (3 * volume)
ratio_a = energy_shift(cell, [d_small, 0, 0], q, s, s) / cubic_value
ratio_c = energy_shift(cell, [0, 0, d_small], q, s, s) / cubic_value
average = (2 * ratio_a + ratio_c) / 3
print(f"tetragonal cell: c/a = {c_over_a:.1f}, volume = {volume:.0f} bohr^3,"
      f" d = {d_small:.1f} bohr")
print(f"shift / cubic formula: p along a {ratio_a:.4f}, p along c {ratio_c:.4f}")
print(f"average over the three axes = {average:.4f}")
assert abs(ratio_a - ratio_c) > 0.5
assert abs(average - 1) < 0.02

print("tests ok")
```

Running it gives:

```
charge q = 1.0 e, separation d = 2.0 bohr, width s = 0.5 bohr
dipole p = 2.000 e bohr = 5.083 debye
isolated energy E_iso = 0.63071803 hartree
lattice sum S4 = 3.10823 (dimensionless)
dipole along [100], energies in millihartree:
L (bohr) | E_per-E_iso | -2 pi p^2/(3L^3) | error after correction
   10 | -8.879412 | -8.377580 | -0.501831
   15 | -2.547973 | -2.482246 | -0.065727
   20 | -1.062769 | -1.047198 | -0.015571
   30 | -0.312329 | -0.310281 | -0.002048
   40 | -0.131386 | -0.130900 | -0.000486
at L = 10 bohr: E_per-E_iso = -0.24162 eV, leading term = -0.22797 eV
extrapolated L^3(E_per-E_iso) = -8.377554 hartree bohr^3
predicted -2 pi p^2/3 = -8.377580 hartree bohr^3
remainder*L^5/(q^2 d^4), L=40 bohr: [100] -3.1097, [111] 2.0696
predicted: [100] -3.1082, [111] 2.0722
L=10 bohr, widths 0.5 and 0.8 bohr: shift = -8.879412 millihartree
L=10 bohr, sphere-ordered image energy = -0.501831 millihartree
sphere sum plus dipole term = -8.879412 millihartree
L=20 bohr, mean image field = 1.062769e-3 atomic units
4 pi p/(3L^3) = 1.047198e-3 atomic units
tetragonal cell: c/a = 1.5, volume = 8000 bohr^3, d = 1.0 bohr
shift / cubic formula: p along a 1.6188, p along c -0.2210
average over the three axes = 1.0056
tests ok
```
